\section*{Huang-Rhys Factor of a Displaced 30 meV Mode}

\section*{Problem}

A deep centre in silicon captures a carrier. The change of charge state moves the equilibrium positions of the surrounding atoms, and this motion is described by one effective vibrational mode. Its quantum is $\hbar\omega=30$ meV in both charge states. The two equilibrium geometries are separated by the mass-weighted distance
\begin{equation}
\Delta Q=\Big(\sum_a m_a|\Delta\mathbf R_a|^2\Big)^{1/2}=1\ \mathrm{amu}^{1/2}\,\text{\AA},
\end{equation}
where atom $a$ has mass $m_a$ and moves by $\Delta\mathbf R_a$.

\begin{enumerate}
\item[(a)] The Huang-Rhys factor $S$ is the relaxation energy in units of $\hbar\omega$. Express it through $\omega$ and $\Delta Q$.
\item[(b)] Compute the relaxation energy and $S$.
\item[(c)] The electronic state changes suddenly while the mode is in its ground state. Find the probability of each final phonon number, and its mean.
\item[(d)] How far do the silicon atoms move, and how sensitive is $S$ to the assumption of equal harmonic wells?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Let $Q$ measure the distance along the straight path between the two geometries, with the masses absorbed into it. The kinetic energy is then $\dot Q^2/2$.
\item The relaxation energy is the height of the final well above its own minimum, taken at the initial geometry.
\item For the number, multiply the numerator and denominator of $S$ by $\hbar$. The combination $\hbar^2/(\mathrm{amu}\,\text{\AA}^2)$ is an energy.
\item Write the lowering operator of the final well in terms of that of the initial well. They differ by a number.
\item For (d), change one assumption at a time and keep $\Delta Q$ fixed.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From two geometries to one formula}

Move every atom along the straight line between its two equilibrium positions:
\begin{equation}
\mathbf R_a(Q)=\mathbf R_a^{(i)}+\frac{Q}{\Delta Q}\,\Delta\mathbf R_a .
\end{equation}
The initial geometry is at $Q=0$ and the final one at $Q=\Delta Q$. The kinetic energy is
\begin{equation}
\frac12\sum_a m_a|\dot{\mathbf R}_a|^2
=\frac{\dot Q^2}{2\,\Delta Q^2}\sum_a m_a|\Delta\mathbf R_a|^2
=\frac{\dot Q^2}{2}.
\end{equation}
No mass is left over, so the momentum conjugate to $Q$ is $P=\dot Q$, with $[Q,P]=i\hbar$. A harmonic well of angular frequency $\omega$ has potential energy $\omega^2Q^2/2$, because the classical equation of motion is then $\ddot Q=-\omega^2Q$. Treating the path as a single normal mode is an assumption, examined in Variation 2.

Measure each well from its own minimum; the electronic energy difference is a separate constant. The vibrational Hamiltonians are
\begin{align}
H_i&=\frac{P^2}{2}+\frac{\omega^2Q^2}{2},\\
H_f&=\frac{P^2}{2}+\frac{\omega^2(Q-\Delta Q)^2}{2}.
\end{align}
At $Q=0$ the final well lies above its minimum by
\begin{equation}
E_{\rm rel}=\frac{\omega^2\Delta Q^2}{2}.
\end{equation}
Division by $\hbar\omega$ gives
\begin{equation}
S=\frac{E_{\rm rel}}{\hbar\omega}=\frac{\omega\,\Delta Q^2}{2\hbar}.
\label{S}
\end{equation}
The factor $1/2$ comes from the harmonic potential. The frequency is the angular one, which belongs to the quantum $\hbar\omega$.

\subsection*{(b) The numbers}

Multiply the numerator and denominator of Eq.~\eqref{S} by $\hbar$, and measure $\Delta Q$ in $\mathrm{amu}^{1/2}\,\text{\AA}$:
\begin{equation}
S=\frac{\hbar\omega}{2K}\left(\frac{\Delta Q}{\mathrm{amu}^{1/2}\,\text{\AA}}\right)^2,
\qquad K=\frac{\hbar^2}{\mathrm{amu}\,\text{\AA}^2}.
\end{equation}
With the SI values of $\hbar$ and the atomic mass unit, and joules converted to meV, $K=4.180$ meV. Hence
\begin{equation}
S=\frac{30\ \mathrm{meV}}{2\times4.180\ \mathrm{meV}}\times1^2=3.59\approx3.6 .
\end{equation}
The relaxation energy follows in the same units:
\begin{equation}
E_{\rm rel}=\frac{(\hbar\omega)^2}{2K}\times1^2
=\frac{(30\ \mathrm{meV})^2}{2\times4.180\ \mathrm{meV}}
=107.7\ \mathrm{meV}.
\end{equation}

At fixed frequency $S$ is proportional to $\Delta Q^2$, so a small relative error in the displacement enters $S$ doubled. At fixed $\Delta Q$, $S$ is proportional to $\omega$, whereas $E_{\rm rel}$ is proportional to $\omega^2$.

The result can also be read as a ratio of lengths. The ground state of $H_i$ has the position variance $\sigma^2=\hbar/(2\omega)$, so
\begin{equation}
\frac{\Delta Q^2}{4\sigma^2}=\frac{\Delta Q^2}{4}\,\frac{2\omega}{\hbar}=\frac{\omega\Delta Q^2}{2\hbar}=S .
\end{equation}
Here $\sigma=0.264\ \mathrm{amu}^{1/2}\,\text{\AA}$. The wells are displaced by $3.79$ zero-point spreads, and $3.79^2/4$ is again $3.59$.

\subsection*{(c) The phonon distribution}

In a sudden, or vertical, transition the vibrational state does not change at the moment when the electronic state does. Assume also that the electronic transition amplitude does not depend on $Q$ (the Condon approximation). The probability of $n$ final phonons is then $p_n=|\langle n_f|0_i\rangle|^2$.

The lowering operators of the two wells are
\begin{align}
a&=\sqrt{\frac{\omega}{2\hbar}}\left(Q+\frac{iP}{\omega}\right),\\
b&=\sqrt{\frac{\omega}{2\hbar}}\left(Q-\Delta Q+\frac{iP}{\omega}\right)
=a-\sqrt{\frac{\omega}{2\hbar}}\,\Delta Q=a-\sqrt S .
\end{align}
The last equality is the square root of Eq.~\eqref{S}, with $\Delta Q>0$. Since $a|0_i\rangle=0$,
\begin{equation}
b|0_i\rangle=-\sqrt S\,|0_i\rangle .
\label{coh}
\end{equation}
The mean final phonon number is the squared length of this vector:
\begin{equation}
\langle0_i|b^\dagger b|0_i\rangle=(-\sqrt S)^2=S .
\end{equation}
Thus $S$ is a mean number and need not be an integer.

For the whole distribution, set $c_n=\langle n_f|0_i\rangle$ and project Eq.~\eqref{coh} on $\langle n_f|$. From $b^\dagger|n_f\rangle=\sqrt{n+1}\,|(n+1)_f\rangle$ it follows that $\langle n_f|b=\sqrt{n+1}\,\langle(n+1)_f|$. Therefore
\begin{equation}
\sqrt{n+1}\;c_{n+1}=-\sqrt S\,c_n
\quad\Longrightarrow\quad
c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0 .
\end{equation}
Normalization fixes $c_0$:
\begin{equation}
1=\sum_{n=0}^\infty|c_n|^2=|c_0|^2\sum_{n=0}^\infty\frac{S^n}{n!}=|c_0|^2e^S .
\end{equation}
The result is the Poisson distribution
\begin{equation}
p_n=e^{-S}\frac{S^n}{n!}.
\label{poisson}
\end{equation}
For the present mode it gives

\begin{center}
\begin{tabular}{c|ccccccccc}
$n$&0&1&2&3&4&5&6&7&8\\ \hline
$p_n$&0.028&0.099&0.178&0.213&0.191&0.137&0.082&0.042&0.019
\end{tabular}
\end{center}

The ratio $p_{n+1}/p_n=S/(n+1)$ exceeds one as long as $n+1<S$. The probabilities therefore rise up to $n=3$ and fall afterwards. The transition without phonons keeps a weight $e^{-S}$ of about 3\%.

The width follows by applying $b$ twice, which gives $\langle n(n-1)\rangle=\langle b^\dagger b^\dagger bb\rangle=S^2$. Hence
\begin{equation}
\langle n^2\rangle-\langle n\rangle^2=(S^2+S)-S^2=S .
\end{equation}
The standard deviation is $\sqrt S=1.89$ phonons, about half the mean. For $S\ll1$ the zero-phonon transition dominates. For $S\gg1$ the relative width $1/\sqrt S$ is small, so the energy left in the mode, measured from its ground level, is nearly always close to $E_{\rm rel}$. The present mode lies between these limits.

In multiphonon capture neither a photon nor another carrier takes up the energy, so the electronic energy released must go into phonons. With this single mode, starting from its ground state, a release $E$ measured between the two minima requires $n=E/(\hbar\omega)$. In the Condon approximation the vibrational weight of that process is $p_n$. When $E$ is well above $E_{\rm rel}$, $n$ lies on the falling side of the distribution. The factor $S$ does not determine the capture rate by itself: the rate also needs $E$, the temperature and the electronic matrix element, which depends on $Q$. In non-radiative capture it is usually taken linear in $Q$. For an amplitude proportional to $Q$, measured from the initial geometry, $a^\dagger=b^\dagger+\sqrt S$ gives $\langle n_f|a^\dagger|0_i\rangle=c_n(S-n)/\sqrt S$, so the weight becomes $p_n(n-S)^2/S$ in place of $p_n$. The tail is also far more sensitive than the mean. From Eq.~\eqref{poisson}, $d\ln p_n/d\ln S=n-S$, so at $n=17$ (about $0.5$ eV) a 10\% decrease of $S$ alone lowers $p_n$ about fourfold. The shifts of the mean found in (d) are therefore no measure of the uncertainty of a capture weight.

\subsection*{(d) The atoms, and the trust to place in the number}

If $N$ silicon atoms of mass $m=28.085$ amu each move by $\Delta R$, then $\Delta Q^2=Nm\,\Delta R^2$ and
\begin{equation}
\Delta R=\frac{\Delta Q}{\sqrt{Nm}} .
\end{equation}
One moving atom would shift by $0.189$ \AA. Four equivalent neighbours would shift by $0.094$ \AA\ each.

Both displacements are small compared with the silicon bond length of about $2.4$ \AA. The phonon spectrum of silicon ends at roughly 64 meV. A 30 meV mode thus lies inside the spectrum and stands for a group of lattice vibrations, not for one sharp local mode. The parameters are round and do not describe a particular identified defect. Two of the ways in which a real centre can break the assumption of equal harmonic wells are sized here with $\Delta Q$ held fixed. A third, the mixing of the normal modes between the two charge states, is not treated.

\paragraph{Unequal frequencies.} Let the final mode have frequency $\omega_f$ and the initial one $\omega_i$. In the initial ground state $\langle P^2\rangle=\hbar\omega_i/2$, $\langle Q^2\rangle=\hbar/(2\omega_i)$ and $\langle Q\rangle=0$. The mean final phonon number is
\begin{align}
\bar n_f&=\frac{\langle H_f\rangle}{\hbar\omega_f}-\frac12\\
&=\frac{1}{\hbar\omega_f}\left[\frac{\hbar\omega_i}{4}
+\frac{\omega_f^2}{2}\left(\frac{\hbar}{2\omega_i}+\Delta Q^2\right)\right]-\frac12\\
&=\frac{\omega_f\Delta Q^2}{2\hbar}
+\frac{\omega_i}{4\omega_f}+\frac{\omega_f}{4\omega_i}-\frac12\\
&=\frac{\omega_f\Delta Q^2}{2\hbar}+\frac{(\omega_f-\omega_i)^2}{4\omega_i\omega_f}.
\end{align}
For a final mode softened by 10\%, to 27 meV, this gives $\bar n_f=3.23$, which is 10\% below $S$. The second term contributes just $3^2/(4\times30\times27)\approx0.003$. Nearly all of the change comes from the factor $\omega_f$ in the first term.

\paragraph{Anharmonicity.} Replace the final well by a Morse well of depth $D$:
\begin{equation}
V_f=D\left(1-e^{\mp\alpha(Q-\Delta Q)}\right)^2 .
\end{equation}
Its curvature at the minimum is $2D\alpha^2$. Setting this equal to $\omega^2$ gives $\alpha=\omega/\sqrt{2D}$. The strength of the anharmonicity is then measured by
\begin{equation}
u=\alpha\,\Delta Q=\frac{\omega\Delta Q}{\sqrt{2D}}=\sqrt{\frac{E_{\rm rel}}{D}} .
\end{equation}
Take $D=3$ eV, the rough scale of one bond, so that $u=0.189$. At the initial geometry, $Q=0$, the height of the well is
\begin{equation}
D(1-e^{\pm u})^2=Du^2\left(1\pm u+\cdots\right)=E_{\rm rel}(1\pm u+\cdots).
\end{equation}
The upper sign is the stiff side, where the bond is compressed relative to its final length. The lower sign is the soft side, where it is stretched. To leading order the correction is $\pm19\%$.

The quantum mean includes the zero-point motion. It was found by diagonalizing the Morse Hamiltonian on a grid of $Q$ values, expanding the initial ground state in its eigenstates and averaging the energy above the lowest level. The mean energy is 86 meV on the soft side and 136 meV on the stiff side. In units of 30 meV these are 2.9 and 4.5, which differ from $S$ by $-20\%$ and $+26\%$.

This is the larger of the two effects for the chosen numbers. It remains a size estimate, because a collective mode distributes its displacement over several bonds. A larger effective $D$ would then reduce $u$ as $1/\sqrt D$. The value $S\approx3.6$ holds for equal harmonic wells with the stated $\hbar\omega$ and $\Delta Q$. Anharmonicity of the size assumed here would shift the mean energy, in units of 30 meV, to 2.9 or 4.5, so in this one-bond model even the first figure is uncertain. A mode shared equally by four such bonds has an effective depth of 12 eV, which halves $u$ and the leading correction.

\section*{Variation 1: the same mode at 300 K}

\emph{The mode starts in thermal equilibrium at 300 K. Find the mean and standard deviation of the change in phonon number, $\nu=n_f-n_i$.}

The wells have equal frequencies, so $E_f-E_i=\hbar\omega\,\nu$ for the vibrational energies. The difference of the Hamiltonians is linear in $Q$:
\begin{equation}
W=H_f-H_i=\frac{\omega^2\Delta Q^2}{2}-\omega^2\Delta Q\,Q .
\end{equation}
For an initial eigenstate $|i\rangle$, $(H_f-E_i)|i\rangle=W|i\rangle$. Summing over the complete set of final states gives
\begin{align}
\sum_f|\langle f|i\rangle|^2(E_f-E_i)&=\langle i|W|i\rangle,\\
\sum_f|\langle f|i\rangle|^2(E_f-E_i)^2&=\langle i|W^2|i\rangle .
\end{align}
Now average over the thermal populations. Since $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$,
\begin{equation}
\langle Q\rangle=0,\qquad
\langle Q^2\rangle=\frac{\hbar}{2\omega}(2\bar n+1),\qquad
\bar n=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
The mean of $W$ is $\omega^2\Delta Q^2/2=S\hbar\omega$, so $\langle\nu\rangle=S$ at every temperature in this model. The variance is
\begin{equation}
\mathrm{var}(\nu)=\frac{\omega^4\Delta Q^2\langle Q^2\rangle}{(\hbar\omega)^2}
=\frac{\omega\Delta Q^2}{2\hbar}(2\bar n+1)=S(2\bar n+1).
\end{equation}
At 300 K, $k_BT=25.85$ meV and $\bar n=0.456$. The standard deviation is
\begin{equation}
\sqrt{3.588\times(2\times0.4563+1)}=2.62 ,
\end{equation}
compared with 1.89 at zero temperature. Heating broadens the distribution without moving its mean, because the initial mode samples a wider range of $Q$. When $k_BT\gg\hbar\omega$, $2\bar n+1\approx2k_BT/(\hbar\omega)$ and the variance grows linearly with temperature.

\section*{Variation 2: two modes behind one fitted frequency}

\emph{The displacement is shared equally, $\Delta Q_1^2=\Delta Q_2^2=\Delta Q^2/2$, between two modes with $\omega_2=2\omega_1$. The total $\Delta Q$ and the relaxation energy are as before. Find the total Huang-Rhys factor.}

Independent modes add their energies and their mean phonon numbers:
\begin{equation}
E_{\rm rel}=\frac12\sum_k\omega_k^2\Delta Q_k^2,\qquad
S_{\rm tot}=\frac{1}{2\hbar}\sum_k\omega_k\Delta Q_k^2 .
\end{equation}
A single frequency $\Omega$ that reproduces $E_{\rm rel}$ for the same $\Delta Q$ is a root-mean-square value:
\begin{equation}
\Omega^2=\sum_k w_k\omega_k^2,\qquad w_k=\frac{\Delta Q_k^2}{\Delta Q^2},\qquad \sum_kw_k=1 .
\end{equation}
Here $\hbar\Omega=30$ meV and $\Omega^2=(\omega_1^2+4\omega_1^2)/2=2.5\,\omega_1^2$. The two quanta are therefore $30/\sqrt{2.5}=18.97$ meV and $37.95$ meV, and
\begin{equation}
S_{\rm tot}=\frac{(18.97+37.95)/2}{2\times4.180}=3.40 .
\end{equation}
This is 5\% below the single-mode value. The sign is general for harmonic modes that keep both their frequencies and their displacement patterns in the two states. The weighted variance $\sum_kw_k\omega_k^2-(\sum_kw_k\omega_k)^2$ cannot be negative, so the mean frequency, which enters $S_{\rm tot}$, cannot exceed $\Omega$. For such modes a frequency fitted to the relaxation energy gives an upper bound on the mean phonon number, reached when all displaced modes share one frequency. If the modes of the two states are mixed, the transition also excites phonons through the change of curvature, and the bound need not hold.
